# Misfit Strain and the Landau Coefficient of a Clamped Perovskite Film

A gate dielectric such as SrTiO₃ owes its large permittivity to a soft lattice mode: a small field moves the ions a long way because the restoring force is weak. When the dielectric is grown coherently on a substrate with a different lattice spacing, its in-plane spacing is forced to that of the substrate, while its top face remains free to move. The restoring force then changes. The question is by how much, for polarisation along the film normal, and how much of the change survives in a gate stack.

## The film and its conventions

Let axis 3 be the normal of a (001) film of a crystal that is cubic when unpolarised, and let $P$ be the polarisation along this axis. Without stress, the free energy density is

$$g_0(P)=\tfrac12\alpha P^2+\tfrac14\beta P^4 ,\qquad \beta>0 .$$

With this choice of factors the field inside the film is $E=\alpha P+\beta P^3$. The temperature is fixed, and $E$ is the macroscopic field in the film, so electrodes enter separately.

The misfit strain is $u=(a_{\rm sub}-a_0)/a_0$, where $a_0$ is the lattice constant of the unpolarised cubic film material at the same temperature. Negative $u$ means compression. The film is uniform, coherent and single-domain. Strains $S_i$ and stresses $\sigma_i$ carry Voigt indices 1 to 6, with engineering shear strains. "Clamped" here means

$$S_1=S_2=u,\quad S_6=0,\qquad \sigma_3=\sigma_4=\sigma_5=0 .$$

The first three conditions come from the substrate, the last three from the free top face.

## First derivation: eliminate the stress

Take stress as the elastic variable. To second order in stress, and with electrostriction quadratic in $P$, the terms that matter are

$$G=g_0-\tfrac12 s_{11}(\sigma_1^2+\sigma_2^2)-s_{12}\sigma_1\sigma_2-\tfrac12 s_{44}\sigma_6^2-Q_{12}(\sigma_1+\sigma_2)P^2 .$$

Here $s_{ij}$ are compliances, and $Q_{12}$ is the in-plane strain per $P^2$ of a stress-free crystal. Strains follow from $S_i=-\partial G/\partial\sigma_i$:

$$S_1=s_{11}\sigma_1+s_{12}\sigma_2+Q_{12}P^2,\quad
S_2=s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2,\quad S_6=s_{44}\sigma_6 .$$

Since $S_6=0$, the shear stress $\sigma_6$ vanishes. Subtracting the first two relations and using $S_1=S_2$ gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. A stable cubic crystal has $s_{11}>s_{12}$, so $\sigma_1=\sigma_2=\sigma$. Writing $s=s_{11}+s_{12}$,

$$s\,\sigma=u-Q_{12}P^2 .$$

This stress changes with $P$, so $G$ is not the energy to minimise. Its differential is $dG=E\,dP-\sum_i S_i\,d\sigma_i$, which suits fixed stresses. For fixed in-plane strains the suitable potential is

$$\tilde G=G+S_1\sigma_1+S_2\sigma_2+S_6\sigma_6 ,$$

because its differential contains $\sigma_1dS_1+\sigma_2dS_2+\sigma_6dS_6$, which vanishes for a clamped film. Inserting the equal stresses,

$$\tilde G=g_0-s\sigma^2-2Q_{12}\sigma P^2+2u\sigma
=g_0+2\sigma(u-Q_{12}P^2)-s\sigma^2 .$$

The bracket equals $s\sigma$, so the elastic part is $2s\sigma^2-s\sigma^2=s\sigma^2$:

$$\tilde G=g_0+\frac{(u-Q_{12}P^2)^2}{s}
=\frac{u^2}{s}+\Big(\frac{\alpha}{2}-\frac{2Q_{12}u}{s}\Big)P^2+\Big(\frac{\beta}{4}+\frac{Q_{12}^2}{s}\Big)P^4 .$$

Comparison with $\tfrac12\alpha^*P^2+\tfrac14\beta^*P^4$ multiplies the two corrections by 2 and by 4:

$$\boxed{\alpha^*=\alpha-\frac{4Q_{12}u}{s_{11}+s_{12}},\qquad
\beta^*=\beta+\frac{4Q_{12}^2}{s_{11}+s_{12}} }$$

For $Q_{12}<0$, polarisation along the normal makes the crystal contract in the plane. A compressive substrate has already imposed such a contraction, so polarising relieves elastic energy and $\alpha^*$ falls. Tension has the opposite effect.

At $u=0$ the quadratic coefficient is unchanged, but the quartic one still rises: the substrate resists the strain that polarisation would produce, and this strain is itself of order $P^2$.

## Second derivation: eliminate the normal strain

Now take strain as the variable and expand about the cubic crystal at zero strain. With $P$ along axis 3, the shear strains do not couple to $P^2$ and stay zero. Symmetry leaves

$$F=\tfrac12\alpha P^2+\tfrac14\beta_SP^4+W(S)-q_{12}(S_1+S_2)P^2-q_{11}S_3P^2,$$

$$W=\tfrac12c_{11}(S_1^2+S_2^2+S_3^2)+c_{12}(S_1S_2+S_1S_3+S_2S_3).$$

The coefficient $\beta_S$ belongs to a crystal held at zero strain and differs from $\beta$.

Set $S_1=S_2=u$. The free face requires $\partial F/\partial S_3=0$:

$$c_{11}S_3+2c_{12}u-q_{11}P^2=0
\quad\Rightarrow\quad S_3=\frac{q_{11}P^2-2c_{12}u}{c_{11}} .$$

The terms containing $S_3$ are $\tfrac12c_{11}S_3^2-(q_{11}P^2-2c_{12}u)S_3$. At the minimum they equal $-(q_{11}P^2-2c_{12}u)^2/(2c_{11})$. Therefore

$$F=\tfrac12\alpha P^2+\tfrac14\beta_SP^4+(c_{11}+c_{12})u^2-2q_{12}uP^2-\frac{(q_{11}P^2-2c_{12}u)^2}{2c_{11}} .$$

The cross term of the last square is $+2c_{12}q_{11}uP^2/c_{11}$. Collecting powers of $P$,

$$\alpha^*=\alpha-4u\Big(q_{12}-\frac{c_{12}}{c_{11}}q_{11}\Big),\qquad
\beta^*=\beta_S-\frac{2q_{11}^2}{c_{11}} .$$

To compare with the first result, express $q_{ij}$ through the stress-free strains $S_1=S_2=Q_{12}P^2$ and $S_3=Q_{11}P^2$. Setting $\partial F/\partial S_i=0$ for these strains gives

$$q_{11}=c_{11}Q_{11}+2c_{12}Q_{12},\qquad q_{12}=c_{12}Q_{11}+(c_{11}+c_{12})Q_{12}.$$

The terms in $Q_{11}$ cancel in the combination that appears in $\alpha^*$:

$$q_{12}-\frac{c_{12}}{c_{11}}q_{11}=M Q_{12},\qquad M=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}} .$$

$M$ is the biaxial modulus. Indeed, stretch an unpolarised film by $S$ in both in-plane directions with its face free. Then $S_3=-2c_{12}S/c_{11}$ and $\sigma=(c_{11}+c_{12})S+c_{12}S_3=MS$. The compliance form of the same experiment is $S=(s_{11}+s_{12})\sigma$, so $M=1/(s_{11}+s_{12})$, and the first formula for $\alpha^*$ is recovered.

For the quartic term, put the stress-free strains back into $F$. At a minimum over strain the quadratic energy $W$ is half the magnitude of the linear coupling, so

$$\tfrac14\beta=\tfrac14\beta_S-\tfrac12(q_{11}Q_{11}+2q_{12}Q_{12}) .$$

Solving for $\beta_S$ and inserting it,

$$\beta^*=\beta+2\Big[q_{11}\Big(Q_{11}-\frac{q_{11}}{c_{11}}\Big)+2q_{12}Q_{12}\Big].$$

Because $Q_{11}-q_{11}/c_{11}=-2c_{12}Q_{12}/c_{11}$, the square bracket is $2Q_{12}(q_{12}-c_{12}q_{11}/c_{11})=2MQ_{12}^2$. Hence $\beta^*=\beta+4MQ_{12}^2$, as before.

## What each derivation assumes

Both routes assume uniform strain, linear elasticity and coupling quadratic in $P$. They differ in the crystal from which they start and in what they make visible.

The stress route starts from a free crystal. Its inputs $\alpha$, $\beta$ and $Q_{12}$ can be measured without a substrate, and $Q_{11}$ is never needed. It also gives a second reading of the result. If the in-plane stress were held at $\sigma_0$, then $G$ itself would be the energy, with quadratic coefficient $\alpha-4Q_{12}\sigma_0$. For $\sigma_0=u/s$ this is $\alpha^*$, but the quartic coefficient remains $\beta$. The misfit therefore acts on small polarisations as a constant stress; fixed strain and fixed stress part company at order $P^4$.

The strain route starts from a crystal held at fixed strain, which is the natural setting for calculations at fixed lattice vectors. Its quartic input must then be $\beta_S$; using $\beta$ in its place would count the normal relaxation twice and include an in-plane relaxation that the substrate forbids. This route shows what the free face does. If the normal strain were held at zero as well, the coefficient would be $\alpha-4q_{12}u$, a different law. If instead $S_3$ were frozen at its relaxed value for $P=0$, namely $-2c_{12}u/c_{11}$, the coefficient would still be $\alpha^*$. What matters for the quadratic term is the normal strain that the misfit produces, not whether this strain can follow $P$.

The truncations also have different names. The first route drops terms such as $\sigma^2P^2$, the second terms such as $S^2P^2$. Either would add a contribution of order $u^2$ to $\alpha^*$, so the boxed law is the leading order in misfit.

## Which direction softens, and when the film polarises

For polarisation along in-plane axis 1, the coupling is $-(Q_{11}\sigma_1+Q_{12}\sigma_2)P_1^2$. To quadratic order the stresses may be taken at $P=0$, because $\tilde G$ is stationary with respect to them. With $\sigma_1=\sigma_2=u/s$,

$$\alpha_{\parallel}^*=\alpha-\frac{2(Q_{11}+Q_{12})u}{s} .$$

When $Q_{12}<0$ and $Q_{11}+Q_{12}>0$, compression softens the normal mode and stiffens the in-plane ones, while tension does the reverse.

In the paraelectric state the small-field permittivity is $\varepsilon_r=1+1/(\varepsilon_0\alpha^*)$. It diverges at the critical strain $u_c=\alpha s/(4Q_{12})$. Beyond it, minimising the energy at $E=0$ gives $P^2=-\alpha^*/\beta^*$. If $\alpha=(T-T_0)/(\varepsilon_0C)$, with $C$ the Curie constant, then at fixed $u$ the transition moves to

$$T_0^*=T_0+\frac{4\varepsilon_0C\,Q_{12}u}{s} .$$

These are mean-field statements for a uniform film between ideal short-circuited electrodes.

## A strained SrTiO₃ gate dielectric

Consider a 10 nm film at 300 K with $u=-0.9\,\%$, roughly the misfit of SrTiO₃ on an LSAT substrate. Rough material values are $T_0=35$ K, $C=8\times10^4$ K, $s_{11}=3.5$ and $s_{12}=-0.85$ in units of $10^{-12}$ m²/N, $Q_{11}=0.046$ and $Q_{12}=-0.0135$ m⁴/C², and $\beta=6.8\times10^9$ J m⁵/C⁴. Then

$$\alpha=\frac{300-35}{\varepsilon_0(8\times10^4)}=3.74\times10^8\ \text{m/F},$$

$$\alpha^*-\alpha=-\frac{4(-0.0135)(-0.009)}{2.65\times10^{-12}}=-1.83\times10^8\ \text{m/F}.$$

So $\alpha^*=1.91\times10^8$ m/F. Numerical minimisation of the full six-component elastic energy with these inputs gives the same value. The permittivity rises from about 300 to about 590. Holding the normal strain at zero would have left the coefficient at $3.37\times10^8$ m/F, so most of the softening depends on the free face. The in-plane coefficient rises to $5.95\times10^8$ m/F. The quartic coefficient grows by just 4 %.

The critical strain at 300 K is $-1.84\,\%$, twice the strain applied. With ideal electrodes, the model's transition temperature moves up by 130 K, to about 165 K. This figure ignores octahedral rotations. Compression raises their onset above the bulk value near 105 K, and where they compete with $P$ they can lower the polar transition by tens of kelvin. In the gate stack below, the depolarising field would suppress this uniform polar state.

## What the gate stack sees

The law for $\alpha^*$ contains no thickness, but the capacitance does. Let $D$ be the charge per area on the gate. The voltage is the drop $tE$ across the film plus a drop $KD$ in the electrodes, so

$$\frac1{C_{\rm stack}}=\frac{t}{\varepsilon_0\varepsilon_r}+K,\qquad
K=\frac{\lambda}{\varepsilon_0}+\frac{d}{\varepsilon_0\varepsilon_{\rm ch}}+\frac{\pi\hbar^2}{e^2m} .$$

Here $C_{\rm stack}$ is per unit area. The first part of $K$ is imperfect screening in the metal, with length $\lambda$. The second treats the channel charge as a thin sheet at depth $d$ in a material of permittivity $\varepsilon_{\rm ch}$. The third is the cost of filling a degenerate two-dimensional band: its density of states, spin included, is $m/(\pi\hbar^2)$, so a density $D/e$ raises the Fermi energy by $\pi\hbar^2D/(em)$.

Take a channel layer only about 2 nm thick, so that the charge is centred near $d=1$ nm and fills a single subband. The sheet at this depth somewhat overstates $K$. The Fermi level follows the potential averaged over the charge, and the field weakens with depth as more of the charge is passed. For the unperturbed lowest state of a 2 nm hard-wall well the effective depth is about 0.8 nm, which would raise the stack capacitances below by 8 to 9 % and the gain factor to about 1.14. At the operating density used below the field also pulls the state towards the interface; the depth becomes about 0.75 nm and the rise 10 to 11 %, with the gain factor still about 1.14. A thick channel, where several subbands fill, needs its own calculation. With rough values $\lambda=0.015$ nm, $\varepsilon_{\rm ch}=20$ and $m=0.3\,m_e$,

$$K=0.017+0.056+0.050=0.123\ \text{cm}^2/\mu\text{F}.$$

At fixed thickness, strain raises the film's own capacitance from 26.8 to 52.5 µF/cm², a factor of 1.96. The stack rises from 6.23 to 7.03 µF/cm², a factor of 1.13. These stack values combine the film's small-field permittivity with a channel that is already degenerate; at 0.5 V above onset both are slightly lower and the factor is about 1.12. The electrodes hide most of the gain because $K$ is 6.5 times the inverse capacitance of the strained film. A thicker film would show more of the gain, at the price of a smaller total capacitance.

At 0.5 V above channel onset, the film carries 3.5 µC/cm² and a field of 0.07 MV/cm. It thus takes about 0.07 V; the rest drops in the electrodes. The differential coefficient is now $\alpha^*+3\beta^*P^2$, which lowers the permittivity to about 520. The channel holds $2.2\times10^{13}$ cm⁻², with a Fermi energy of 6.7 $k_BT$, consistent with the degenerate band assumed.

## How far the numbers can be trusted

The bulk permittivity near 300 is typical of SrTiO₃ at room temperature; the strained value is the model's, not a measurement. Of the effects considered, the electrodes matter most: their inverse capacitance $K$ cuts the capacitance gain from 96 % to 13 % here. Any defective or low-permittivity interface layer adds to $K$ and cuts it further.

Other changes are smaller but not all negligible. A 10 % change in $Q_{12}$ moves the permittivity between about 540 and 660. Heating to 358 K at fixed strain lowers it to about 415. Octahedral rotations are absent from the model. A term $RP^2q^2$ in the energy, with oxygen displacement $q$, would add $2Rq^2$ to $\alpha^*$. For a 2° rotation and an assumed rough $R=2\times10^{29}$ J m⁻¹ C⁻², this is 10 % of $\alpha^*$. The angle is assumed, not derived, and the effect grows as its square, so whether and how far the strained film is rotated at 300 K needs to be known. Estimates for quantum saturation, differential thermal expansion between 300 and 358 K, and the geometrical $u^2/2$ correction to strain each give at most a few per cent of $\alpha^*$. The last does not cover nonlinear elasticity, which may matter at the film's in-plane stress of −3.4 GPa.

Coherence also has a limit. Balancing the work done by misfit stress against an isotropic estimate of dislocation line energy gives a critical thickness that depends on the type of dislocation: about 16 nm for a 60° dislocation with Burgers vector $\sqrt2\,a_0$, about 11 nm for an edge dislocation with a Burgers vector of the same length inclined at 45° to the interface, but only about 5 nm for edge dislocations whose Burgers vector is one lattice spacing in the plane. The convention chosen for the core energy spreads these values over roughly 11 to 18, 7 to 12 and 3 to 6 nm. A 10 nm film may therefore exceed the equilibrium limit and stay coherent only because dislocations form slowly, so its coherence should be checked by diffraction. Relaxation would reduce $|u|$ and the softening in proportion.

Leakage depends on the contact. For an assumed 1 eV barrier above the channel Fermi level, the estimated thermionic current is about $10^{-9}$ A/cm², and for a flat barrier with an assumed tunnelling mass of $0.5\,m_e$ the direct tunnelling factor is about $e^{-72}$. Defects can add leakage paths that neither estimate includes. On silicon the conduction-band offset of SrTiO₃ is far smaller than 1 eV, and this leakage estimate does not apply. The film field is 7 % of a rough breakdown field of 1 MV/cm. The numerical output below lists the remaining intermediate values.

## Calculated quantities

```
temperature: 300 K
Curie-Weiss temperature T0 (rough): 35 K
Curie constant (rough): 8e+04 K
s11 (rough): 3.5 1/TPa
s12 (rough): -0.85 1/TPa
Q11 (rough): 0.046 m4/C2
Q12 (rough): -0.0135 m4/C2
beta, stress-free (rough): 6.8 1e9 J m5/C4
misfit strain u: -0.9 %
film thickness: 10 nm
alpha, stress-free: 3.741 1e8 m/F
shift of alpha by strain: -1.834 1e8 m/F
alpha* of film: 1.907 1e8 m/F
alpha* by numerical minimisation: 1.907 1e8 m/F
beta* of film: 7.075 1e9 J m5/C4
in-plane coefficient: 5.949 1e8 m/F
coefficient if normal strain held too: 3.366 1e8 m/F
in-plane stress at P=0: -3.396 GPa
permittivity unstrained: 302.9 (relative)
permittivity strained: 593.2 (relative)
critical strain at 300 K: -1.836 %
transition shift: 129.9 K
transition temperature of film: 164.9 K
P at 1.2 x critical strain: 10.28 uC/cm2
metal screening length (rough): 0.015 nm
channel centroid depth (rough): 1 nm
channel permittivity (rough): 20 (relative)
channel mass (rough): 0.3 m_e
inverse capacitance, metal: 0.01694 cm2/uF
inverse capacitance, centroid: 0.05647 cm2/uF
inverse capacitance, DOS: 0.0498 cm2/uF
film capacitance unstrained: 26.82 uF/cm2
film capacitance strained: 52.52 uF/cm2
stack capacitance unstrained: 6.23 uF/cm2
stack capacitance strained: 7.03 uF/cm2
gate drive above onset: 0.5 V
polarisation at drive: 3.488 uC/cm2
field in film at drive: 0.06952 MV/cm
channel density at drive: 2.181e+13 1/cm2
channel Fermi energy / kT: 6.731 
film permittivity at drive: 522.6 (relative)
permittivity at 358 K: 415.3 (relative)
permittivity, Q12 10% weaker: 541.2 (relative)
permittivity, Q12 10% stronger: 656.2 (relative)
quantum saturation / alpha*: 1.3 %
differential expansion / alpha*: 0.62 %
finite-strain term / alpha*: 0.43 %
2 degree octahedral rotation / alpha*: 9.7 %
critical thickness for relaxation: 16 nm
barrier (rough): 1 eV
tunnelling exponent (mass 0.5 m_e): 72.5 
barrier lowering at drive: 0.045 eV
thermionic leakage: 9.7e-10 A/cm2
film field / rough breakdown field 1 MV/cm: 0.07
```
